# Silicon's saturated electron velocity from field heating and optical-phonon emission: a numerical check

```python
# Result under test: electrons heated by a field and cooled by optical phonons
# saturate at v = sqrt(8*hw/(3*pi*m*(2N+1))), whatever the coupling strength.
# hw: phonon energy, N: its Bose occupation, m: conductivity mass.
# Scaled units in the simulation: hw = m = mean free path = 1.
# Scaled field = e*F*l/hw. Scaled velocity unit = sqrt(hw/m).
# elastic = elastic scattering rate divided by the optical scattering rate.
# alpha = nonparabolicity in E*(1+alpha*E) = p^2/2.
# The Monte Carlo simulation follows flights and single phonon events.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import gammaincc

# Example inputs: rough silicon values and a round device geometry
phonon_eV = 0.060
lattice_K = 300.0
mass_t, mass_l = 0.19, 0.92
path_nm = 15.0
channel_nm, drain_V = 100.0, 1.0
alpha_per_eV = 0.5
acoustic_eV, density, sound = 9.0, 2330.0, 9000.0
sheet_cm2 = 5e12
gap_eV, barrier_eV = 1.12, 3.1

q, hbar, m0 = sc.e, sc.hbar, sc.m_e
mass_c = 3 / (2 / mass_t + 1 / mass_l)
mass_d = (mass_t**2 * mass_l)**(1 / 3)
field = drain_V / (channel_nm * 1e-9)
velocity_unit = np.sqrt(phonon_eV * q / (mass_c * m0)) * 100
scaled_field = field * path_nm * 1e-9 / phonon_eV
scaled_alpha = alpha_per_eV * phonon_eV


def bose(kelvin):
    return 1 / np.expm1(phonon_eV * q / (sc.k * kelvin))


def hot_gas(a, occupation, elastic=0.0):
    """Derived electron temperature and drift velocity, scaled units."""
    temp = (2 * occupation + 1) * (a**2 / (3 * (1 + elastic)) + 0.5)
    drift = a / (3 * (1 + elastic)) * np.sqrt(8 / (np.pi * temp))
    return temp, drift


def saturation(occupation, elastic=0.0):
    return np.sqrt(8 / (3 * np.pi * (2 * occupation + 1) * (1 + elastic)))


def state_density(energy, alpha):
    return np.sqrt(energy * (1 + alpha * energy)) * (1 + 2 * alpha * energy)


def simulate(a, occupation, elastic=0.0, alpha=0.0, valleys=False, seed=1):
    """Time averages from exact free flights with null collisions."""
    rng = np.random.default_rng(seed)
    count, warmup, samples = 6000, 1200, 1400
    unit = np.sqrt(2) / (2 * occupation + 1)
    channels = [(-1.0, unit * (occupation + 1)), (1.0, unit * occupation)]
    if elastic > 0:
        channels.append((0.0, np.sqrt(2) * elastic))
    guess = hot_gas(a, occupation, elastic)[0]
    top = (15 if alpha == 0 else 6) * guess
    bound = sum(c for _, c in channels) * state_density(top + 1, alpha)
    start = rng.exponential(1.2 * guess, count)
    p2 = 2 * start * (1 + alpha * start)
    px = np.sqrt(p2) * rng.uniform(-1, 1, count)
    perp2 = p2 - px**2
    heavy = np.sqrt(mass_c / mass_l)
    light = np.sqrt(mass_c / mass_t)

    def pick_valley():
        return np.where(rng.random(count) < 1 / 3, heavy, light)

    # In coordinates that make each valley spherical, the field and the
    # velocity along the field both acquire the factor "stretch".
    stretch = pick_valley() if valleys else np.ones(count)
    total = np.zeros(4)
    for step in range(warmup + samples):
        px = px + a * stretch * rng.exponential(1 / bound, count)
        kinetic = (px**2 + perp2) / 2
        energy = 2 * kinetic / (1 + np.sqrt(1 + 4 * alpha * kinetic))
        draw = rng.random(count) * bound
        low = np.zeros(count)
        loss = np.zeros(count)
        final = energy
        for change, strength in channels:
            trial = np.maximum(energy + change, 0)
            rate = strength * state_density(trial, alpha)
            high = low + rate
            chosen = (draw >= low) & (draw < high)
            final = np.where(chosen, trial, final)
            loss -= change * rate
            low = high
        if step >= warmup:
            speed = px * stretch / (1 + 2 * alpha * energy)
            total += [speed.mean(), energy.mean(), loss.mean(),
                      (energy > top).mean()]
        hit = draw < low
        p2 = 2 * final * (1 + alpha * final)
        cosine = rng.uniform(-1, 1, count)
        px = np.where(hit, np.sqrt(p2) * cosine, px)
        perp2 = np.where(hit, p2 * (1 - cosine**2), perp2)
        if valleys:
            stretch = np.where(hit, pick_valley(), stretch)
    drift, energy, loss, clipped = total / samples
    assert clipped < 1e-4
    # Field heating equals net phonon emission; tolerance covers sampling.
    assert abs(a * drift / loss - 1) < 0.05
    return drift, energy


# High-field tests. Five percent covers sampling noise and the finite quantum.
N = bose(lattice_K)
strong = 4 * scaled_field
mc_strong = simulate(strong, N, seed=2)
temp_strong, drift_strong = hot_gas(strong, N)
assert abs(mc_strong[0] / drift_strong - 1) < 0.05
assert abs(mc_strong[0] / saturation(N) - 1) < 0.05
assert abs(mc_strong[1] / (1.5 * temp_strong) - 1) < 0.05
mc_double = simulate(2 * scaled_field, N, seed=3)
assert abs(mc_double[0] / mc_strong[0] - 1) < 0.08
mc_warm = simulate(strong, bose(500.0), seed=4)
assert abs(mc_warm[0] / saturation(bose(500.0)) - 1) < 0.05
mc_valleys = simulate(strong, N, valleys=True, seed=5)
assert abs(mc_valleys[0] / saturation(N) - 1) < 0.05
mc_elastic = simulate(strong, N, elastic=1.0, seed=6)
assert abs(mc_elastic[0] / saturation(N, 1.0) - 1) < 0.05

# Acoustic rate = acoustic_factor * sqrt(E). Check its density of states by
# counting plane waves in a periodic box (the rest is the golden rule).
coupling = (2 * np.pi / hbar * (acoustic_eV * q)**2 * sc.k * lattice_K
            / (density * sound**2))
acoustic_factor = (np.sqrt(2) * (mass_d * m0)**1.5 * sc.k * lattice_K
                   * (acoustic_eV * q)**2
                   / (np.pi * hbar**4 * density * sound**2))
axis = np.arange(-45, 46)
radius2 = (axis[:, None, None]**2 + axis[None, :, None]**2
           + axis[None, None, :]**2)
box = 100e-9
shell = np.count_nonzero((radius2 > 36**2) & (radius2 <= 44**2))
edges = (hbar * 2 * np.pi / box * np.array([36, 44]))**2 / (2 * mass_d * m0)
counted = coupling * shell / box**3
formula = acoustic_factor * (edges[1]**1.5 - edges[0]**1.5) / 1.5
assert abs(counted / formula - 1) < 0.01
optical_factor = np.sqrt(2 / (mass_c * m0)) / (path_nm * 1e-9)
elastic_ratio = acoustic_factor / optical_factor

# The example field: the expansion parameter is hw/(k*Te) = 1/temp_example.
temp_example, drift_example = hot_gas(scaled_field, N)
base = simulate(scaled_field, N, seed=7)
assert abs(base[0] / drift_example - 1) < 1 / temp_example
aniso = simulate(scaled_field, N, valleys=True, seed=8)
bent = simulate(scaled_field, N, alpha=scaled_alpha, seed=9)
acoustic = simulate(scaled_field, N, elastic=elastic_ratio, seed=10)
full = simulate(scaled_field, N, elastic=elastic_ratio,
                alpha=scaled_alpha, valleys=True, seed=11)
assert bent[0] < base[0] and bent[1] < base[1]
assert acoustic[0] < base[0]
assert full[0] < base[0]

v_short = velocity_unit / np.sqrt(2 * N + 1)
v_sat = velocity_unit * saturation(N)
v_400 = velocity_unit * saturation(bose(400.0))
assert 1e7 / 3 < v_sat < 3e7 and 1e7 / 3 < full[0] * velocity_unit < 3e7
kTe_eV = temp_example * phonon_eV

# Occupation at the bottom of the two lowest surface valleys.
states_2d = 2 * mass_t * m0 / (np.pi * hbar**2) * q * 1e-4


def bottom_occupation(thermal_eV):
    return 1 - np.exp(-sheet_cm2 / (states_2d * thermal_eV))


fill_hot = bottom_occupation(kTe_eV)
fill_cold = bottom_occupation(sc.k * lattice_K / q)
for fill in (fill_hot, fill_cold):
    ratio = (1 - fill) / fill
    integral = quad(lambda x: np.exp(-x) / (ratio + np.exp(-x)), 0, 60)[0]
    thermal = kTe_eV if fill == fill_hot else sc.k * lattice_K / q
    assert abs(states_2d * thermal * integral / sheet_cm2 - 1) < 1e-6

# Hot Maxwellian tails, checked by direct quadrature of sqrt(x)*exp(-x).
tail_gap = gammaincc(1.5, gap_eV / kTe_eV)
tail_oxide = gammaincc(1.5, barrier_eV / kTe_eV)
for edge, tail in ((gap_eV, tail_gap), (barrier_eV, tail_oxide)):
    x0 = edge / kTe_eV
    area = quad(lambda y: np.sqrt(x0 + y) * np.exp(-y), 0, 60)[0]
    direct = np.exp(-x0) * area * 2 / np.sqrt(np.pi)
    assert abs(direct / tail - 1) < 1e-6

# Tunnelling exponent through a triangular barrier as high as the gap.
tunnel = (4 * np.sqrt(2 * mass_t * m0) * (gap_eV * q)**1.5
          / (3 * hbar * q * field))
width = gap_eV / field
action = quad(lambda s: 2 * width / hbar * np.sqrt(
    2 * mass_t * m0 * gap_eV * q * (1 - s)), 0, 1)[0]
assert abs(action / tunnel - 1) < 1e-6


def show(label, value, unit="", form=".3g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Phonon energy", phonon_eV * 1000, "meV")
show("Lattice temperature", lattice_K, "K")
show("Transverse mass", mass_t, "m0")
show("Longitudinal mass", mass_l, "m0")
show("Conductivity mass", mass_c, "m0")
show("Channel length", channel_nm, "nm")
show("Voltage along channel", drain_V, "V")
show("Field", field * 1e-8, "MV/cm")
show("Optical mean free path (rough)", path_nm, "nm")
show("Phonon occupation N", N)
show("2N+1", 2 * N + 1, form=".4g")
show("sqrt(hw/m)", velocity_unit, "cm/s")
show("Short balance estimate", v_short, "cm/s")
show("Distribution factor sqrt(8/(3 pi))", np.sqrt(8 / (3 * np.pi)))
show("Saturated velocity, main result", v_sat, "cm/s")
atomic_speed = sc.physical_constants["atomic unit of velocity"][0] * 100
show("Main result in atomic units", v_sat / atomic_speed, "a.u.")
show("Same formula with free mass", v_sat * np.sqrt(mass_c), "cm/s")
show("Energy gained per free path eFl", scaled_field * phonon_eV, "eV")
show("Electron kTe at example field", kTe_eV, "eV")
show("Electron temperature", kTe_eV * q / sc.k, "K")
show("hw/kTe", 1 / temp_example)
show("Derived drift at example field", drift_example * velocity_unit, "cm/s")
show("Distance per net phonon", phonon_eV / field * 1e9, "nm")
show("Time per net phonon at v_sat", phonon_eV / (field * v_sat / 100) * 1e15,
     "fs")
show("Simulation, example field", base[0] * velocity_unit, "cm/s")
show("Simulation, twice the field", mc_double[0] * velocity_unit, "cm/s")
show("Simulation, four times the field", mc_strong[0] * velocity_unit, "cm/s")
show("High-field simulation / v_sat formula", mc_strong[0] / saturation(N))
show("500 K simulation / formula", mc_warm[0] / saturation(bose(500.0)))
show("Six-valley simulation / formula", mc_valleys[0] / saturation(N))
show("Equal elastic rate, simulation / formula",
     mc_elastic[0] / saturation(N, 1.0))
show("Nonparabolicity (rough)", alpha_per_eV, "1/eV")
show("Acoustic deformation potential (rough)", acoustic_eV, "eV")
show("Acoustic/optical rate ratio", elastic_ratio)
show("Example with anisotropic valleys", aniso[0] * velocity_unit, "cm/s")
show("Example with nonparabolic band", bent[0] * velocity_unit, "cm/s")
show("Example with acoustic scattering", acoustic[0] * velocity_unit, "cm/s")
show("Example with all three", full[0] * velocity_unit, "cm/s")
show("Mean energy, simple simulation", base[1] * phonon_eV, "eV")
show("Mean energy, all three", full[1] * phonon_eV, "eV")
show("Heating distance, all three", full[1] * phonon_eV / field * 1e9, "nm")
show("Saturated velocity at 400 K", v_400, "cm/s")
show("v_sat with transverse mass only", v_sat * np.sqrt(mass_c / mass_t),
     "cm/s")
show("Inversion density", sheet_cm2, "1/cm2")
show("Bottom occupation, hot gas", fill_hot)
show("Bottom occupation, 300 K gas", fill_cold)
show("Band gap (rough)", gap_eV, "eV")
show("Maxwellian fraction above gap", tail_gap)
show("Oxide barrier (rough)", barrier_eV, "eV")
show("Maxwellian fraction above oxide barrier", tail_oxide)
show("Band-to-band tunnelling exponent", tunnel)
print("all tests passed")
```

Running it gives:

```
Phonon energy: 60 meV
Lattice temperature: 300 K
Transverse mass: 0.19 m0
Longitudinal mass: 0.92 m0
Conductivity mass: 0.258 m0
Channel length: 100 nm
Voltage along channel: 1 V
Field: 0.1 MV/cm
Optical mean free path (rough): 15 nm
Phonon occupation N: 0.109
2N+1: 1.218
sqrt(hw/m): 2.02e+07 cm/s
Short balance estimate: 1.83e+07 cm/s
Distribution factor sqrt(8/(3 pi)): 0.921
Saturated velocity, main result: 1.69e+07 cm/s
Main result in atomic units: 0.0771 a.u.
Same formula with free mass: 8.58e+06 cm/s
Energy gained per free path eFl: 0.15 eV
Electron kTe at example field: 0.189 eV
Electron temperature: 2.19e+03 K
hw/kTe: 0.318
Derived drift at example field: 1.52e+07 cm/s
Distance per net phonon: 6 nm
Time per net phonon at v_sat: 35.6 fs
Simulation, example field: 1.56e+07 cm/s
Simulation, twice the field: 1.65e+07 cm/s
Simulation, four times the field: 1.67e+07 cm/s
High-field simulation / v_sat formula: 0.99
500 K simulation / formula: 0.99
Six-valley simulation / formula: 0.995
Equal elastic rate, simulation / formula: 0.988
Nonparabolicity (rough): 0.5 1/eV
Acoustic deformation potential (rough): 9 eV
Acoustic/optical rate ratio: 0.135
Example with anisotropic valleys: 1.5e+07 cm/s
Example with nonparabolic band: 1.29e+07 cm/s
Example with acoustic scattering: 1.44e+07 cm/s
Example with all three: 1.13e+07 cm/s
Mean energy, simple simulation: 0.305 eV
Mean energy, all three: 0.16 eV
Heating distance, all three: 16 nm
Saturated velocity at 400 K: 1.56e+07 cm/s
v_sat with transverse mass only: 1.97e+07 cm/s
Inversion density: 5e+12 1/cm2
Bottom occupation, hot gas: 0.154
Bottom occupation, 300 K gas: 0.704
Band gap (rough): 1.12 eV
Maxwellian fraction above gap: 0.00785
Oxide barrier (rough): 3.1 eV
Maxwellian fraction above oxide barrier: 3.47e-07
Band-to-band tunnelling exponent: 353
all tests passed
```
